# Sudden Change of Mass or Vector Potential for a Dirac Wave: test program

```python
"""Sudden change of mass or uniform vector potential for a 1+1 Dirac wave.

Result under test: with H = (p - qA) sigma_x + m sigma_z (hbar = c = 1),
a positive-energy wave of kinetic momentum Pi = p - qA and mass m has, after
a jump to (Pi', m'), the amplitudes
    a_up = cos((theta - theta')/2),  a_low = sin((theta - theta')/2)
on the new positive- and negative-energy waves, where tan(theta) = Pi/m.
The new waves move with velocities +Pi'/E' and -Pi'/E', E'^2 = Pi'^2 + m'^2.
"Forward" means moving along the initial velocity (Pi > 0).
Unit of energy, momentum, mass and qA: initial mass m0; of time: 1/m0.
"""
import numpy as np
from scipy.sparse import diags, identity, kron, csr_matrix
from scipy.sparse.linalg import expm_multiply

SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SZ = np.array([[1.0, 0.0], [0.0, -1.0]])


def hamiltonian(kinetic, mass):
    return kinetic * SX + mass * SZ


def spinors(kinetic, mass):
    half = 0.5 * np.arctan2(kinetic, mass)
    upper = np.array([np.cos(half), np.sin(half)])
    lower = np.array([-np.sin(half), np.cos(half)])
    return upper, lower


def amplitudes(kin0, mass0, kin1, mass1):
    half = 0.5 * (np.arctan2(kin0, mass0) - np.arctan2(kin1, mass1))
    return np.cos(half), np.sin(half)


def evolve(state, kinetic, mass, time):
    energy = np.hypot(kinetic, mass)
    h_state = hamiltonian(kinetic, mass) @ state
    return (np.cos(energy * time) * state
            - 1j * np.sin(energy * time) / energy * h_state)


def ramp_lower_probability(kin0, mass0, kin1, mass1, duration, steps=4000):
    """Linear ramp of both parameters, integrated by midpoint steps."""
    state = np.linalg.eigh(hamiltonian(kin0, mass0))[1][:, 1].astype(complex)
    for j in range(steps):
        s = (j + 0.5) / steps
        state = evolve(state, kin0 + s * (kin1 - kin0),
                       mass0 + s * (mass1 - mass0), duration / steps)
    lower = np.linalg.eigh(hamiltonian(kin1, mass1))[1][:, 0]
    return abs(lower @ state) ** 2


# Random jumps: diagonalization against the derived formulas.
rng = np.random.default_rng(4)
for _ in range(200):
    k0, m0, m1 = rng.uniform(0.05, 3.0, 3)
    k1 = rng.uniform(-3.0, 3.0)
    e0, e1 = np.hypot(k0, m0), np.hypot(k1, m1)
    vals0, vecs0 = np.linalg.eigh(hamiltonian(k0, m0))
    vals1, vecs1 = np.linalg.eigh(hamiltonian(k1, m1))
    initial = vecs0[:, 1]
    weights = (vecs1.T @ initial) ** 2
    a_up, a_low = amplitudes(k0, m0, k1, m1)
    overlap = (k0 * k1 + m0 * m1) / (e0 * e1)
    assert np.allclose(vals1, [-e1, e1], atol=1e-12)
    assert np.allclose(weights, [a_low**2, a_up**2], atol=1e-12)
    assert np.allclose(weights, [(1 - overlap) / 2, (1 + overlap) / 2],
                       atol=1e-12)
    up0, _ = spinors(k0, m0)
    up1, low1 = spinors(k1, m1)
    assert np.allclose(hamiltonian(k0, m0) @ up0, e0 * up0, atol=1e-12)
    assert np.allclose(hamiltonian(k1, m1) @ up1, e1 * up1, atol=1e-12)
    assert np.allclose(hamiltonian(k1, m1) @ low1, -e1 * low1, atol=1e-12)
    assert np.allclose(up0, a_up * up1 + a_low * low1, atol=1e-12)
    # Parameters scaled by a common positive factor: no transition.
    scaled = np.linalg.eigh(hamiltonian(1.7 * k0, 1.7 * m0))[1]
    assert abs(scaled[:, 0] @ initial) < 1e-12
    # Massless wave: all weight stays on the wave that moves forward.
    massless = np.linalg.eigh(hamiltonian(k0, 0.0))[1][:, 1]
    new_waves = np.linalg.eigh(hamiltonian(k1, 0.0))[1]
    forward = sum((w @ massless) ** 2 for w in new_waves.T if w @ SX @ w > 0)
    assert abs(forward - 1.0) < 1e-12

# Worked example.
p, mass_i = 0.75, 1.0
energy_i = np.hypot(p, mass_i)
velocity_i = p / energy_i
print(f"Initial: m = {mass_i:.2f} m0, p = {p:.2f} m0, A = 0")
print(f"Initial: E = {energy_i:.4f} m0, velocity = {velocity_i:.4f} c, "
      f"theta = {np.arctan2(p, mass_i):.5f} rad")

# Position grid with a sixth-order central difference for d/dx.
dx, width, travel_time = 0.4, 20.0, 200.0
x = dx * np.arange(-1000, 1001)
n = x.size
coeffs = [-1/60, 9/60, -45/60, 45/60, -9/60, 1/60]
derivative = diags([c / dx for c in coeffs], [-3, -2, -1, 1, 2, 3],
                   shape=(n, n), format="csr")
momentum = (-1j * derivative).tocsr()
unit = identity(n, format="csr")
momentum_both = kron(identity(2), momentum, format="csr")
print(f"Packet: position spread {width:.0f} /m0, "
      f"travel time {travel_time:.0f} /m0")

cases = [("a: mass", 0.4, 0.0), ("b: A, Pi raised", 1.0, -1.65),
         ("c: A, Pi reversed", 1.0, 1.5)]
for name, mass_f, qa in cases:
    kin_f = p - qa
    energy_f = np.hypot(kin_f, mass_f)
    a_up, a_low = amplitudes(p, mass_i, kin_f, mass_f)
    p_up, p_low = a_up**2, a_low**2
    upper_is_forward = kin_f > 0
    a_fwd, a_back = (a_up, a_low) if upper_is_forward else (a_low, a_up)
    p_fwd, p_back = a_fwd**2, a_back**2

    # Mean energy and velocity straight from the unchanged spinor.
    start = np.linalg.eigh(hamiltonian(p, mass_i))[1][:, 1]
    mean_energy = start @ hamiltonian(kin_f, mass_f) @ start
    assert abs(mean_energy - energy_f * (p_up - p_low)) < 1e-12
    assert abs(mean_energy - (energy_i + (mass_f - mass_i) * mass_i / energy_i
                              - qa * p / energy_i)) < 1e-12
    assert abs(start @ SX @ start - velocity_i) < 1e-12
    times = np.arange(64) / 64 * np.pi / energy_f
    speeds = []
    for t in times:
        state = evolve(start, kin_f, mass_f, t)
        speeds.append(np.vdot(state, SX @ state).real)
    mean_velocity = np.mean(speeds)
    assert abs(mean_velocity - kin_f / energy_f * (p_up - p_low)) < 1e-12
    assert np.ptp(speeds) > 0.01

    # Broad packet after the jump: it must split into two moving parts.
    h_grid = csr_matrix(kron(SX, momentum - qa * unit)
                        + kron(mass_f * SZ, unit))
    envelope = np.exp(-x**2 / (4 * width**2) + 1j * p * x)
    packet = np.kron(start, envelope)
    packet = packet / np.linalg.norm(packet)
    packet = expm_multiply(-1j * travel_time * h_grid, packet)
    assert abs(np.linalg.norm(packet) - 1) < 1e-8
    measured = []
    for side in (x > 0, x < 0):
        part = packet * np.tile(side, 2)
        weight = np.vdot(part, part).real
        measured.append((weight,
                         np.vdot(part, momentum_both @ part).real / weight,
                         np.vdot(part, h_grid @ part).real / weight,
                         np.sum(np.tile(x, 2) * abs(part)**2)
                         / weight / travel_time))
    sign = 1 if upper_is_forward else -1
    # Tolerances cover the finite momentum spread of the packet.
    for (weight, mom, en, vel), prob, s, direction in zip(
            measured, (p_fwd, p_back), (sign, -sign), (1, -1)):
        assert abs(weight - prob) < 2e-3
        assert abs(mom - p) < 5e-3
        assert abs(en - s * energy_f) < 5e-3
        assert abs(vel - direction * abs(kin_f) / energy_f) < 5e-3

    # Fast ramps reach the sudden result, slow ramps suppress it.
    fast = ramp_lower_probability(p, mass_i, kin_f, mass_f, 0.01)
    slow = ramp_lower_probability(p, mass_i, kin_f, mass_f, 50.0)
    assert abs(fast - p_low) < 1e-3 and slow < 2e-4

    print(f"Case {name}: m' = {mass_f:.2f} m0, qA' = {qa:.2f} m0")
    print(f"  Pi' = {kin_f:.2f} m0, E' = {energy_f:.4f} m0, "
          f"theta' = {np.arctan2(kin_f, mass_f):.5f} rad")
    print(f"  a_up = {a_up:.5f}, a_low = {a_low:.5f}; "
          f"forward wave: {'upper' if upper_is_forward else 'lower'}")
    print(f"  P_forward = {p_fwd:.5f}, P_backward = {p_back:.5f}, "
          f"sum = {p_fwd + p_back:.5f}")
    print(f"  speed of each wave = {abs(kin_f) / energy_f:.4f} c")
    print(f"  mean energy = {mean_energy:.4f} m0, "
          f"time-averaged velocity = {mean_velocity:.4f} c")
    for label, (weight, mom, en, vel) in zip(("right", "left"), measured):
        print(f"  packet {label}: weight {weight:.4f}, p {mom:.4f} m0, "
              f"energy {en:.4f} m0, velocity {vel:.4f} c")

# Length of the mass ramp: first correction is quadratic in the duration.
mass_f = cases[0][1]
sudden = amplitudes(p, mass_i, p, mass_f)[1] ** 2
shift_1 = ramp_lower_probability(p, mass_i, p, mass_f, 0.01) - sudden
shift_2 = ramp_lower_probability(p, mass_i, p, mass_f, 0.02) - sudden
assert abs(shift_2 / shift_1 - 4) < 0.05
print(f"Mass ramp: P_low in the sudden limit = {sudden:.6f}")
print(f"Mass ramp: E + E' = {energy_i + np.hypot(p, mass_f):.4f} m0")
for duration in (0.1, 1.0, 10.0, 50.0):
    value = ramp_lower_probability(p, mass_i, p, mass_f, duration)
    print(f"  ramp time {duration:.1f} /m0: P_low = {value:.6f}")
print(f"Shift ratio for ramp times 0.02 and 0.01 /m0: {shift_2/shift_1:.3f}")

print("checks complete")
```

Printed output:

```
Initial: m = 1.00 m0, p = 0.75 m0, A = 0
Initial: E = 1.2500 m0, velocity = 0.6000 c, theta = 0.64350 rad
Packet: position spread 20 /m0, travel time 200 /m0
Case a: mass: m' = 0.40 m0, qA' = 0.00 m0
  Pi' = 0.75 m0, E' = 0.8500 m0, theta' = 1.08084 rad
  a_up = 0.97619, a_low = -0.21693; forward wave: upper
  P_forward = 0.95294, P_backward = 0.04706, sum = 1.00000
  speed of each wave = 0.8824 c
  mean energy = 0.7700 m0, time-averaged velocity = 0.7993 c
  packet right: weight 0.9530, p 0.7499 m0, energy 0.8500 m0, velocity 0.8820 c
  packet left: weight 0.0470, p 0.7516 m0, energy -0.8515 m0, velocity -0.8825 c
Case b: A, Pi raised: m' = 1.00 m0, qA' = -1.65 m0
  Pi' = 2.40 m0, E' = 2.6000 m0, theta' = 1.17601 rad
  a_up = 0.96476, a_low = -0.26312; forward wave: upper
  P_forward = 0.93077, P_backward = 0.06923, sum = 1.00000
  speed of each wave = 0.9231 c
  mean energy = 2.2400 m0, time-averaged velocity = 0.7953 c
  packet right: weight 0.9308, p 0.7500 m0, energy 2.6000 m0, velocity 0.9230 c
  packet left: weight 0.0692, p 0.7503 m0, energy -2.6003 m0, velocity -0.9230 c
Case c: A, Pi reversed: m' = 1.00 m0, qA' = 1.50 m0
  Pi' = -0.75 m0, E' = 1.2500 m0, theta' = -0.64350 rad
  a_up = 0.80000, a_low = 0.60000; forward wave: lower
  P_forward = 0.36000, P_backward = 0.64000, sum = 1.00000
  speed of each wave = 0.6000 c
  mean energy = 0.3500 m0, time-averaged velocity = -0.1680 c
  packet right: weight 0.3599, p 0.7495 m0, energy -1.2505 m0, velocity 0.6000 c
  packet left: weight 0.6401, p 0.7503 m0, energy 1.2500 m0, velocity -0.5996 c
Mass ramp: P_low in the sudden limit = 0.047059
Mass ramp: E + E' = 2.1000 m0
  ramp time 0.1 /m0: P_low = 0.046900
  ramp time 1.0 /m0: P_low = 0.033256
  ramp time 10.0 /m0: P_low = 0.000425
  ramp time 50.0 /m0: P_low = 0.000023
Shift ratio for ramp times 0.02 and 0.01 /m0: 4.000
checks complete
```
